# The Breit-Pauli interaction from one-photon exchange, applied to positronium, part 2

In positronium each spin couples to its partner's motion twice as strongly as to its own particle's. This 2, and the other spin-dependent coefficients, are to be read from one-photon exchange.

Units are atomic and Gaussian, with $c=1/\alpha$ and energies in hartree ($E_h$). Dirac particles $a=1,2$ have masses $m_a$, charges $e_a$, $k=e_1e_2$ ($-1$ for positronium), spins $\mathbf s_a=\boldsymbol\sigma_a/2$ and $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+e(\phi-\boldsymbol\alpha\cdot\mathbf A)$. They scatter to $\mathbf p_1'=\mathbf p_1+\mathbf q$, $\mathbf p_2'=\mathbf p_2-\mathbf q$, with energy transfer $\omega=E_1'-E_1=E_2-E_2'$. Free spinors $u$, with $u^\dagger u=1$ and two-component spin state $w$, define $\rho=u'^\dagger u$ and $\mathbf j=u'^\dagger\boldsymbol\alpha\,u$. The Feynman-gauge amplitude is

$$U=4\pi k\,\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{q^2-\omega^2/c^2}. \tag{1}$$

Current conservation gives the Coulomb-gauge form, with $\perp$ meaning across $\mathbf q$:

$$U=4\pi k\left[\frac{\rho_1\rho_2}{q^2}-\frac{\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}}{q^2-\omega^2/c^2}\right]. \tag{2}$$

For any momenta, to the order needed,

$$\rho_1=1-\frac{q^2}{8m_1^2c^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)}{4m_1^2c^2},\qquad \mathbf j_1=\frac{2\mathbf p_1+\mathbf q+i\boldsymbol\sigma_1\times\mathbf q}{2m_1c},$$

$$\rho_2=1-\frac{q^2}{8m_2^2c^2}-\frac{i\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)}{4m_2^2c^2},\qquad \mathbf j_2=\frac{2\mathbf p_2-\mathbf q-i\boldsymbol\sigma_2\times\mathbf q}{2m_2c}. \tag{3}$$

Hence

$$\begin{aligned}U=\frac{4\pi k}{q^2}\Big\{1&-\frac{q^2}{8c^2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)}{4m_1^2c^2}-\frac{i\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)}{4m_2^2c^2}\\&-\frac{1}{m_1m_2c^2}\Big[\mathbf p_1\cdot\mathbf p_2-\frac{(\mathbf p_1\cdot\mathbf q)(\mathbf p_2\cdot\mathbf q)}{q^2}\Big]\\&+\frac{i\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_1)-i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_2)}{2m_1m_2c^2}\\&-\frac{q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)}{4m_1m_2c^2}\Big\}.\end{aligned}\tag{4}$$

A program compares (4) with exact (1) for $m_1=1$, $m_2=2.5$, $k=-1$, $\mathbf p_1=(0.7,-0.4,0.5)$, $\mathbf p_2=(-0.6,0.9,1.1)$ and energy-conserving $\mathbf q$. From $c=100$ to $200$ the difference falls by 16.00, as an omitted order $1/c^4$ requires.

With $\mathbf r=\mathbf r_1-\mathbf r_2$, the position-space operator is $V=\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}\,U$, momenta to the right. An arrow denotes this transform:

$$\frac{4\pi}{q^2}\Big(\delta_{ij}-\frac{q_iq_j}{q^2}\Big)\to\frac{W_{ij}}2,\qquad W_{ij}=\frac{\delta_{ij}+\hat r_i\hat r_j}{r},\qquad \partial_iW_{ij}=0,$$

$$\frac{4\pi q_iq_j}{q^2}\to\frac{\delta_{ij}-3\hat r_i\hat r_j}{r^3}+\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf r), \tag{5}$$

the first term of (5) being the limit outside a small sphere. The 1 in (4) gives $k/r$; the next term gives the Darwin term

$$V_{\rm D}=-\frac{\pi k}{2c^2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)\delta(\mathbf r). \tag{6}$$

Terms linear in a spin follow from $i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\,4\pi/q^2\to-2\,\mathbf s\cdot(\mathbf r\times\mathbf p)/r^3$. The first line of (4) thus gives the spin-orbit term

$$V_{\rm SO}=-\frac{k}{2c^2r^3}\left[\frac{\mathbf s_1\cdot(\mathbf r\times\mathbf p_1)}{m_1^2}-\frac{\mathbf s_2\cdot(\mathbf r\times\mathbf p_2)}{m_2^2}\right], \tag{7}$$

and the third line, with $\pm k/2m_1m_2c^2$, gives the spin-other-orbit term

$$V_{\rm SOO}=-\frac{k}{m_1m_2c^2r^3}\Big[\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)-\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)\Big]. \tag{8}$$

The relative minus signs express the symmetry between the particles, since interchanging the labels turns $\mathbf r$ into $-\mathbf r$. For an electron bound to a heavy charge $Z$, $k=-Z$ and (7) is $+Z\,\mathbf s_1\cdot\mathbf L/2c^2r^3$. The second line of (4) gives the orbit-orbit term

$$V_{\rm OO}=-\frac{k}{2m_1m_2c^2}\,W_{ij}\,p_{1i}\,p_{2j}=-\frac{k}{2m_1m_2c^2r}\big[\mathbf p_1\cdot\mathbf p_2+\hat r_i\hat r_j\,p_{1i}p_{2j}\big], \tag{9}$$

the interaction of the two convection currents through the transverse vector potential. It is not purely magnetic: for motion along the line joining the charges the magnetic field at the partner vanishes while (9) does not. For like charges with parallel momenta (9) is negative, an attractive energy at fixed canonical momenta. The mechanical force also contains the time derivative of $\mathbf A$ along the path, so its $1/c^2$ part is an attraction when the two velocities are equal but not in general: for uniform motion side by side it is $k(v_2^2/2-v_1v_2)/c^2r^2$ on particle 1. In the last line, $q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ gives $4\pi\delta(\mathbf r)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$, and from this (5) subtracts $(4\pi/3)\delta(\mathbf r)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ and the tensor. The delta functions leave $4\pi-4\pi/3=8\pi/3$. With the prefactor $-k/4m_1m_2c^2$ and $\sigma_{1i}\sigma_{2j}=4s_{1i}s_{2j}$, the spin-spin term is

$$V_{\rm SS}=\frac{k}{m_1m_2c^2}\left[\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\hat{\mathbf r})(\mathbf s_2\cdot\hat{\mathbf r})}{r^3}-\frac{8\pi}{3}\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)\right]. \tag{10}$$

With magnetic moments $\boldsymbol\mu_a=e_a\mathbf s_a/m_ac$ this is the interaction of two point dipoles together with the Fermi contact term. Equations (6) to (10) are the two-body Breit-Pauli terms.

They are Hermitian as written. The adjoint of $W_{ij}p_{1i}p_{2j}$ is $p_{2j}p_{1i}W_{ij}$, and moving the momenta back through $W_{ij}$ produces the commutators $[p_{1i},W_{ij}]=-i\partial_iW_{ij}=0$ and $[p_{2j},W_{ij}]=+i\partial_jW_{ij}=0$; a first derivative of a $1/r$ singularity hides no delta function. So (9) may also be written with $p_{1i}W_{ij}p_{2j}$. In (7) and (8) the commutator needed is $\epsilon_{abl}\,\partial_l(x_b/r^3)$, and $\partial_l(x_b/r^3)$ is the symmetric tensor (5), delta function included, which $\epsilon_{abl}$ annihilates. The program tests the transforms by pairing both sides with a Gaussian displaced from the origin in a general direction, so that vector and tensor parts do not average away: $\int d^3q\,(2\pi)^{-3}U(\mathbf q)\tilde\varphi(\mathbf q)$, with $\tilde\varphi(\mathbf q)=\int e^{i\mathbf q\cdot\mathbf r}\varphi\,d^3r$, against $\int V\varphi\,d^3r$, by three-dimensional quadrature with the delta functions integrated exactly, separately for the Coulomb term and for each of (6) to (10). The largest difference relative to the size of the term is $6\times10^{-14}$. The vanishing divergence of $W_{ij}$ is checked symbolically.

For equal masses $m$, (7) and (8) collect by orbital factor into

$$V_{\rm SO}+V_{\rm SOO}=-\frac{k}{2m^2c^2r^3}\Big[(\mathbf s_1+2\mathbf s_2)\cdot(\mathbf r\times\mathbf p_1)-(\mathbf s_2+2\mathbf s_1)\cdot(\mathbf r\times\mathbf p_2)\Big]. \tag{11}$$

The literal 2 needs equal masses; in general the ratio of the coefficient of $\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)$ to that of $\mathbf s_1\cdot(\mathbf r\times\mathbf p_1)$ is $2m_1/m_2$. It also needs the Dirac value $g=2$ of the gyromagnetic ratio, and its origin shows when $g$ is set free.

A free $g$ is obtained by adding a Pauli term to the vertex. Let $\gamma^0=\beta$, $\boldsymbol\gamma=\beta\boldsymbol\alpha$, $\bar u=u^\dagger\gamma^0$, metric $(+,-,-,-)$, $p^\mu=(E/c,\mathbf p)$, and write $\gamma\cdot p=\gamma^\nu p_\nu$, so that $(\gamma\cdot p)u=mc\,u$, $\bar u'(\gamma\cdot p')=mc\,\bar u'$, and $(\rho,\mathbf j)=\bar u'\gamma^\mu u$. Replace $\gamma^\mu$ by $\gamma^\mu+a\,\Pi^\mu$ with $\Pi^\mu=-[\gamma^\mu,\gamma\cdot q]/4mc$ and $q^\mu=p'^\mu-p^\mu$. The anticommutator $\gamma^\mu(\gamma\cdot q)+(\gamma\cdot q)\gamma^\mu=2q^\mu$ gives $-\tfrac12[\gamma^\mu,\gamma\cdot q]=q^\mu-\gamma^\mu(\gamma\cdot p')+\gamma^\mu(\gamma\cdot p)$, and a second use gives $\gamma^\mu(\gamma\cdot p')=2p'^\mu-(\gamma\cdot p')\gamma^\mu$. Between the spinors both $\gamma\cdot p$ on the right and $\gamma\cdot p'$ on the left become $mc$, and $q^\mu-2p'^\mu=-(p+p')^\mu$. This is the Gordon identity,

$$\bar u'\,\Pi^\mu u=\bar u'\gamma^\mu u-\frac{(p+p')^\mu}{2mc}\,\bar u'u .$$

The new current is therefore $(1+a)\,\bar u'\gamma^\mu u-a\,(p+p')^\mu\,\bar u'u/2mc$. It is still conserved, because $q_\mu(p+p')^\mu=p'^2-p^2=0$ for four-momenta on the mass shell, so (2) still holds. The overlap $\bar u'u$ differs from $u'^\dagger u$ by the sign of the lower-component product:

$$\bar u'u=1-\frac{p^2+p'^2}{8m^2c^2}-\frac{\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{4m^2c^2}.$$

For $\mu=0$ it is multiplied by $(E+E')/2mc^2=1+(p^2+p'^2)/4m^2c^2$, and the product is $1+q^2/8m^2c^2-i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)/4m^2c^2$, which is (3) with both corrections reversed in sign. Taking $(1+a)$ times the first and $-a$ times the second multiplies the corrections by $1+2a$. For the spatial part $\bar u'u=1$ suffices; the convection term keeps the weight $(1+a)-a=1$ and the spin term acquires $1+a$. The spin part of $-e\,\mathbf j\cdot\mathbf A$ in a wave $\mathbf A\,e^{i\mathbf q\cdot\mathbf x}$ is $-e(1+a)\,\boldsymbol\sigma\cdot(i\mathbf q\times\mathbf A)/2mc=-e(1+a)\,\mathbf s\cdot\mathbf B/mc$, the energy of a moment $\boldsymbol\mu=ge\,\mathbf s/2mc$ with $g=2(1+a)$. Thus $1+2a=g-1$ and

$$\rho=1+(g-1)\left[-\frac{q^2}{8m^2c^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{4m^2c^2}\right],\qquad\mathbf j=\frac{2\mathbf p+\mathbf q+\tfrac g2\,i\boldsymbol\sigma\times\mathbf q}{2mc}. \tag{12}$$

Each particle's part of (6) and (7) is multiplied by its $g-1$, each spin in (8) by its $g/2$, and (10) by $g_1g_2/4$. The terms linear in $\mathbf s_1$ become, with $\mathbf v_a=\mathbf p_a/m_a$,

$$-\frac{k}{c^2r^3}\,\mathbf s_1\cdot\mathbf r\times\left[\frac{(g_1-1)\mathbf v_1}{2m_1}-\frac{g_1\mathbf v_2}{2m_1}\right]=-\frac{k}{c^2r^3}\,\mathbf s_1\cdot\mathbf r\times\left[\frac{g_1}{2m_1}(\mathbf v_1-\mathbf v_2)-\frac{\mathbf v_1}{2m_1}\right]. \tag{13}$$

The part proportional to $g_1$ is a magnetic energy. Particle 2 produces at particle 1 the fields $\mathbf E=e_2\mathbf r/r^3$ and $\mathbf B=\mathbf v_2\times\mathbf E/c$. In the rest frame of particle 1 the magnetic field is, to first order in $1/c$, $\mathbf B-\mathbf v_1\times\mathbf E/c=e_2\,\mathbf r\times(\mathbf v_1-\mathbf v_2)/cr^3$, and $-\boldsymbol\mu_1$ dotted into this field is the first term on the right of (13). It depends only on the relative velocity and treats own motion and partner's motion alike. The remaining term, $+k\,\mathbf s_1\cdot(\mathbf r\times\mathbf v_1)/2m_1c^2r^3$, does not involve the moment at all. With the acceleration $\mathbf a_1=k\,\mathbf r/m_1r^3$ it is $\mathbf s_1\cdot(\mathbf a_1\times\mathbf v_1)/2c^2$, a precession of the spin at the angular velocity $\mathbf a_1\times\mathbf v_1/2c^2$. This is the Thomas precession, and the amplitude shows that it is kinematic. At $g=0$, that is $a=-1$, the current is the convection factor $(p+p')^\mu/2mc$ times the overlap $\bar u'u$, whose spin part is $1-i\,\mathbf s\cdot\boldsymbol\theta$ with $\boldsymbol\theta=\mathbf q\times\mathbf p/2m^2c^2=\delta\mathbf v\times\mathbf v/2c^2$ and $\delta\mathbf v=\mathbf q/m$. That is the operator that rotates the spin through the small angle $\boldsymbol\theta$: when the velocity of a particle without a moment is changed by $\delta\mathbf v$, its spin label $w$ turns by $\delta\mathbf v\times\mathbf v/2c^2$, an angle that contains neither the charge nor the field. This rotation involves the particle's own velocity only. It reduces the own-orbit coefficient from $g$ to $g-1$ and leaves the other-orbit coefficient at $g$. With the masses removed the ratio is $g/(g-1)$, and the Dirac value $g=2$ makes it 2.

The program tests this in two ways. With $g_1=3$, $g_2=2.6$ the exact amplitude and the expansion built on (12) differ by $1.1\times10^{-7}$ at $c=100$ and $6.9\times10^{-9}$ at $c=200$, again in the ratio 16.00. And without using the expansion, it projects the exact amplitude at large $c$ onto $\boldsymbol\sigma_1$ and resolves the resulting vector along $\mathbf q\times\mathbf p_1$ and $\mathbf q\times\mathbf p_2$. In units of $1/4m_1^2c^2$ and $-1/4m_1m_2c^2$ the two coefficients come out as $0$ and $1$ for $g_1=1$, $1$ and $2$ for $g_1=2$, and $2$ and $3$ for $g_1=3$, to four decimals. The difference is 1 in each case. For the real electron $g$ differs from 2 at relative order $\alpha$ through radiative corrections, which lie beyond tree level; the rest of this text has $g=2$.

A scattering amplitude is defined only for energy-conserving transitions, while a potential in a bound state is used between all pairs of momenta. Any term that vanishes when the initial and final kinetic energies are equal can be added to (4) without changing the Born amplitude, and such a term can shift bound levels at order $1/c^2$. A concrete case arises in the centre-of-mass frame, $\mathbf p_1=-\mathbf p_2=\mathbf p$, where energy conservation means $p'=p$ and $\omega=0$. Setting $\omega=0$ in (1) gives the Gaunt interaction $-4\pi k\,\mathbf j_1\cdot\mathbf j_2/q^2$ in place of the transverse term, and the two differ by $-4\pi k(\mathbf q\cdot\mathbf j_1)(\mathbf q\cdot\mathbf j_2)/q^4$. From (3), $\mathbf q\cdot\mathbf j_1=\mathbf q\cdot(2\mathbf p+\mathbf q)/2m_1c=(p'^2-p^2)/2m_1c$ and $\mathbf q\cdot\mathbf j_2=-(p'^2-p^2)/2m_2c$. With the reduced mass $\mu=m_1m_2/(m_1+m_2)$ and $T=p^2/2\mu$, we have $p'^2-p^2=2\mu(T'-T)$ and

$$U_{\rm Gaunt}-U=\frac{k\mu^2}{m_1m_2c^2}\,(T'-T)^2\,\frac{4\pi}{q^4}.$$

The function $f=-r/2$ has $\nabla^2f=-1/r$, so its transform is $4\pi/q^4$ up to an additive constant in $f$, and $(T'-T)^2$ times the matrix element of $f$ is the matrix element of $[T,[T,f]]$, from which the constant drops out. In an eigenstate of $H_0=T+V_C$, $V_C=k/r$, the expectation value of $[H_0,X]$ vanishes, so $\langle[T,X]\rangle=-\langle[V_C,X]\rangle$. Here $X=[T,f]=-(\nabla^2f+2\nabla f\cdot\nabla)/2\mu$, and $[V_C,\nabla f\cdot\nabla]=-\nabla f\cdot\nabla V_C$ gives $[V_C,X]=\nabla f\cdot\nabla V_C/\mu$. With $\nabla f=-\hat{\mathbf r}/2$ and $\nabla V_C=-k\hat{\mathbf r}/r^2$ this is $k/2\mu r^2$. Hence

$$\langle V_{\rm Gaunt}-V\rangle=-\frac{k^2\mu}{2m_1m_2c^2}\Big\langle\frac1{r^2}\Big\rangle. \tag{14}$$

The program tests (14) with the Gaunt operator built directly: its spin-free part is $+4\pi k(\mathbf p+\mathbf p')^2/4m_1m_2c^2q^2$, and $(\mathbf p+\mathbf p')^2=2p^2+2p'^2-q^2$ turns it into $(k/m_1m_2c^2)[\tfrac12(p^2r^{-1}+r^{-1}p^2)-\pi\delta(\mathbf r)]$. For the $n=2$, $l=1$ states of positronium, where $\mu=\tfrac12$ and $\langle r^{-2}\rangle=1/48$, the difference is $-\tfrac14\cdot\tfrac1{48}=-1/192$ in units of $\alpha^2E_h$, as large as the spin-other-orbit shift of $2\,^3P_2$. The result (14) is proportional to $k^2$, the order of a two-photon diagram. The one-photon amplitude alone cannot settle a term of that kind; which off-shell form may be used without further correction depends on what the two-photon contributions are in the gauge chosen.

The Hamiltonian formulation in the Coulomb gauge answers this. There $\nabla\cdot\mathbf A=0$, the scalar potential obeys Poisson's equation, and the Hamiltonian is the sum of the two free Dirac Hamiltonians, the instantaneous operator $k/r$, the energy of the transverse photons, and the coupling $-\sum_ae_a\boldsymbol\alpha_a\cdot\mathbf A(\mathbf r_a)$. The matrix element of $k/r$ between positive-energy plane waves is $4\pi k\rho_1\rho_2/q^2$ for any momenta, on the energy shell or off it. Each photon mode of wave vector $\boldsymbol\kappa$ and polarisation $\boldsymbol\epsilon\perp\boldsymbol\kappa$ contributes $A_0\,\boldsymbol\epsilon\,(b\,e^{i\boldsymbol\kappa\cdot\mathbf x}+b^\dagger e^{-i\boldsymbol\kappa\cdot\mathbf x})$ to $\mathbf A$. Its field energy $\int(E^2+B^2)/8\pi$, with $\mathbf E=-\dot{\mathbf A}/c$, is $\kappa^2A_0^2(bb^\dagger+b^\dagger b)/4\pi$, and equating this with $c\kappa(b^\dagger b+\tfrac12)$ gives $A_0^2=2\pi c/\kappa$. In second-order perturbation theory one particle emits the photon and the other absorbs it. For free particles, with $\omega_1=E_1'-E_1$ and $\omega_2=E_2-E_2'$ kept distinct, emission by particle 2 leads to an intermediate state that lies $cq-\omega_2$ above the initial one, and emission by particle 1 to one that lies $cq+\omega_1$ above it. The sum over the two polarisations projects the currents on the plane across $\mathbf q$, so the second-order element is

$$-k\,\frac{2\pi c}{q}\,\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}\left[\frac1{cq-\omega_2}+\frac1{cq+\omega_1}\right].$$

For $\omega_1=\omega_2=\omega$ the bracket is $2cq/(c^2q^2-\omega^2)$ and the second term of (2) is recovered. In a bound state the denominators are $cq+H'-E$, with $H'$ the two-particle Hamiltonian during the photon's flight. The photon energy $cq$ is of order $c$ and $H'-E$ of order one, so the bracket is $2/cq$ up to a relative correction of order $1/c$, and the element is $-4\pi k\,\mathbf j_{1\perp}\cdot\mathbf j_{2\perp}/q^2$ with no condition on the energies. The neglected retardation is of order $1/c^3$, that is $m_ec^2\alpha^5$, apart from a possible factor $\ln c$ from photons with $q$ between about $1/c$ and 1. The processes with an intermediate pair can be counted in the same way, at first for momenta of order one. Two Coulomb vertices each join positive to negative energy with a factor $q/mc$ over a denominator $2mc^2$, giving $1/c^4$. Two transverse vertices give the familiar $e^2A^2/2mc^2$, which is of order $1/c^4$ when $\mathbf A$ is the partner's field, itself of order $1/c$, and of order $1/c^3$ when both particles act through their $A^2$ terms, from $(1/c^2)^2A_0^4/cq$. One vertex of each kind gives $(1/c)(1/c)/c^2$. Large momenta can raise these estimates. In $S$ states the terms counted as $1/c^4$ can behave at short distance as $\langle r^{-4}\rangle$, whose radial integral $\int r^{-2}dr$, cut off near $r=1/mc$, grows as $c$, so they can reach order $1/c^3$. The term with $A^2$ on both particles can acquire a factor $\ln c$ from photons with $q$ between about 1 and $c$. All of this remains beyond order $1/c^2$. This is power counting, not an evaluation. It says that in the Coulomb gauge (4) is the complete interaction at order $1/c^2$.

Three tests bear on it. For an arbitrary $\mathbf q$ that does not conserve energy, the exact spinor matrix element of the static Coulomb-gauge interaction approaches (4) with the ratio 16.00 between $c=100$ and $c=200$, while the static Feynman-gauge form has the ratio 4.00 and so differs from (4) at order $1/c^2$. That confirms the algebra off the energy shell but does not choose between the forms. The choice is tested in the classical limit, where the exact force is known. Two opposite unit charges with model masses $m_1=1$, $m_2=3$ move on circles about a common centre at the angular velocity $\Omega=\mu^{-1/2}=1.1547$, for which the nonrelativistic separation is 1 bohr. The program finds the two radii from the radial equations of motion $\gamma_am_a\Omega^2R_a=-F_a$, with $\gamma_a$ the Lorentz factor and $F_a$ the outward component of the Lorentz force in the Liénard-Wiechert field of the partner at the retarded time; the tangential force, which describes radiation, is disregarded. It compares the separation with that from the spin-free Hamiltonian. For angular momentum $L$ and no radial momentum, $p=L/r$, and with $k=-1$

The position-space operators are complete, the 2 has been traced to the ratio $g/(g-1)$ at $g=2$, and power counting in the Coulomb gauge says that (4) is the complete interaction at order $1/c^2$. The Hamiltonian and outcome of the circular-orbit test, the heavy-particle limit and the positronium levels remain.
